# Silica growth beneath a high-k film with fixed oxygen resistance: test program

```python
"""Growth of silica (thickness x) below a high-k film of fixed thickness L.
Result under test:
    (x + ell)^2 = (x0 + ell)^2 + B t
    B = 2 Ds (Cstar - Ce) / N,   ell = Ds/k + K L Ds/Df
Ds, Df : O2 diffusivity in silica and film;  k : reaction velocity at silicon
K      : equilibrium ratio, O2 concentration in silica / in film
Cstar  : O2 concentration in silica in equilibrium with the gas
Ce     : O2 concentration in silica in equilibrium with Si + SiO2
N      : O2 molecules bound per volume of new silica
Example units: eV, angstrom, second; temperature is an energy.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def law(t, x0, ell, B):
    return np.sqrt((x0 + ell)**2 + B*t) - ell


def steady_flux(x, L, Df, K, Ds, k, Cstar, Ce=0.0, n=5):
    """Solve the discretised steady diffusion problem for all concentrations."""
    M = np.zeros((2*n, 2*n))
    rhs = np.zeros(2*n)
    hf, hs = L/(n - 1), x/(n - 1)
    M[0, 0], rhs[0] = 1.0, Cstar/K
    for i in list(range(1, n - 1)) + list(range(n + 1, 2*n - 1)):
        M[i, i-1:i+2] = 1.0, -2.0, 1.0
    # Partition equilibrium and flux continuity at the film/silica interface.
    M[n-1, n-1], M[n-1, n] = -K, 1.0
    M[n, n-2], M[n, n-1] = Df/Ds/hf, -Df/Ds/hf
    M[n, n], M[n, n+1] = -1/hs, 1/hs
    # Reversible first-order reaction at silicon.
    M[-1, -2], M[-1, -1] = 1/hs, -1/hs - k/Ds
    rhs[-1] = -k*Ce/Ds
    C = np.linalg.solve(M, rhs)
    return k*(C[-1] - Ce)


# Steady flux, including a case below the equilibrium oxygen activity.
for x, L, Df, K, Ds, k, Cs, Ce in [
        (0.7, 1.3, 0.4, 2.5, 1.1, 0.8, 1.0, 0.1),
        (3.0, 0.2, 2.0, 0.3, 0.6, 5.0, 2.0, 0.0),
        (1.5, 2.0, 0.9, 1.7, 1.4, 0.5, 0.2, 0.6)]:
    numerical = steady_flux(x, L, Df, K, Ds, k, Cs, Ce)
    formula = (Cs - Ce)/(K*L/Df + x/Ds + 1/k)
    assert np.isclose(numerical, formula, rtol=1e-9)
    assert (numerical > 0) == (Cs > Ce)


def moving_boundary(eps, s_end, x0, L, Df, K, Ds, k, ce, m=12):
    """Full transient diffusion by finite volumes on a growing silica grid.
    Concentrations are divided by Cstar; eps = Cstar/N; s = eps*t.
    Film variable u is K times its concentration divided by Cstar."""
    hf = L/m

    def derivative(s, state):
        u, c, x = state[:m], state[m:2*m], state[-1]
        h = x/m
        g = 2*Ds/h
        # Surface balance includes O2 left dissolved in newly formed oxide.
        b = g + k - eps*k*ce
        q = g*c[-1] + k*ce
        c_surface = 2*q/(b + np.sqrt(b*b + 4*eps*k*q))
        speed = k*(c_surface - ce)
        film_flux = np.empty(m + 1)
        film_flux[0] = (1 - u[0])/(K*hf/(2*Df))
        film_flux[1:-1] = Df/K*(u[:-1] - u[1:])/hf
        film_flux[-1] = (u[-1] - c[0])/(K*hf/(2*Df) + h/(2*Ds))
        flux = np.empty(m + 1)
        flux[0] = film_flux[-1]
        face = np.arange(1, m)/m
        flux[1:-1] = (Ds*(c[:-1] - c[1:])/h
                      - eps*speed*face*(c[:-1] + c[1:])/2)
        flux[-1] = speed
        du = K*(film_flux[:-1] - film_flux[1:])/(eps*hf)
        dc = (flux[:-1] - flux[1:])/(eps*h) - c*speed/x
        return np.concatenate((du, dc, [speed]))

    start = np.concatenate((np.full(2*m, ce), [x0]))
    sol = solve_ivp(derivative, (0, s_end), start, method="BDF",
                    rtol=1e-8, atol=1e-10)
    assert sol.success
    return sol.y[-1, -1]


mb = dict(x0=0.3, L=1.0, Df=1.5, K=1.5, Ds=1.0, k=2.0, ce=0.1)
s_end = 4.0
mb_ell = mb["Ds"]/mb["k"] + mb["K"]*mb["L"]*mb["Ds"]/mb["Df"]
mb_law = law(s_end, mb["x0"], mb_ell, 2*mb["Ds"]*(1 - mb["ce"]))
eps_values = (0.004, 0.002)
mb_x = [moving_boundary(e, s_end, **mb) for e in eps_values]
lags = [mb_law - value for value in mb_x]
mb_limit = 2*mb_x[1] - mb_x[0]
assert min(lags) > 0
assert abs(lags[0]/lags[1] - 2) < 0.04
assert abs(mb_limit - mb_law) < 1e-4


def integrate_growth(flux, N, x0, t_end):
    sol = solve_ivp(lambda t, y: [flux(y[0])/N], (0, t_end), [x0],
                    method="DOP853", rtol=1e-10, atol=1e-10)
    assert sol.success
    return sol.y[0, -1]


# At long time the film leaves a constant thickness deficit.
long_x = []
for L in (1e-6, 1.0):
    long_x.append(integrate_growth(
        lambda x: steady_flux(x, L, 1.5, 1.5, 1.0, 2.0, 1.0),
        1.0, 0.3, 5e7))
long_deficit = long_x[0] - long_x[1]
assert abs(long_deficit - 1.5*1.0*1.0/1.5) < 1e-3

# Round model parameters for the worked example.
T, L, x0, t_end, N = 0.08, 30.0, 5.0, 3600.0, 0.02
D0, k0, C0 = 1e13, 1e13, 1e-9
Qs, Qf, Qr = 1.0, 1.0, 1.4
Es, Ef = 0.1, 0.3


def model(temperature):
    Ds = D0*np.exp(-Qs/temperature)
    Df = D0*np.exp(-Qf/temperature)
    k = k0*np.exp(-Qr/temperature)
    Cs = C0*np.exp(-Es/temperature)
    Cf = C0*np.exp(-Ef/temperature)
    return Df, Cs/Cf, Ds, k, Cs


Df, K, Ds, k, Cstar = model(T)
B = 2*Ds*Cstar/N
ell_r, ell_f = Ds/k, K*L*Ds/Df
ell = ell_r + ell_f
x_cap = law(t_end, x0, ell, B)
x_bare = law(t_end, x0, ell_r, B)
x_numeric = integrate_growth(
    lambda x: steady_flux(x, L, Df, K, Ds, k, Cstar), N, x0, t_end)
assert np.isclose(x_numeric, x_cap, rtol=1e-8)

rate0 = steady_flux(x0, L, Df, K, Ds, k, Cstar)/N
growth = x_numeric - x0
linear_excess = rate0*t_end - growth
assert np.isclose(linear_excess, growth**2/(2*(x0 + ell)), rtol=1e-5)

# Apparent activation energy from the numerical flux at two temperatures.
shares = np.array([ell_f, x0, ell_r])/(x0 + ell)
E_app = shares @ np.array([Qf + Ef, Qs + Es, Qr + Es])
step = 0.01


def log_rate(beta):
    df, part, ds, kr, cs = model(1/beta)
    return np.log(steady_flux(x0, L, df, part, ds, kr, cs)/N)


E_numeric = -(log_rate(1/T + step) - log_rate(1/T - step))/(2*step)
assert abs(E_numeric - E_app) < 1e-5

# Film carrying dissociated oxygen: flux is linear in sqrt(O2 activity).
R_unit = K*L/Df
Jm0 = Cstar/R_unit


def dissociated(x, pressure=1.0):
    cs, jm = Cstar*pressure, Jm0*np.sqrt(pressure)
    resistance = x/Ds + 1/k
    y = brentq(lambda z: (jm*(1 - z) - cs*z*z/resistance)/jm,
               0, 1, xtol=1e-14)
    return jm*(1 - y), y


J_d, y_d = dissociated(x0)
ratio_d = (Cstar - J_d*(x0/Ds + 1/k))/J_d/R_unit
assert np.isclose(ratio_d, 1 + y_d, rtol=1e-9)
x_d = integrate_growth(lambda x: dissociated(x)[0], N, x0, t_end)
x_double = law(t_end, x0, ell_r + 2*ell_f, B)
assert x_double < x_d < x_cap
dp = 1e-4
exponent = (np.log(dissociated(x0, np.exp(dp))[0])
            - np.log(dissociated(x0, np.exp(-dp))[0]))/(2*dp)
assert abs(exponent - 1/(2 - y_d)) < 1e-6

bohr = physical_constants["Bohr radius"][0]*1e10
print(f"Temperature T: {T:.2f} eV")
print(f"Film thickness L: {L:.1f} angstrom")
print(f"Initial silica x0: {x0:.1f} angstrom")
print(f"Oxidation time: {t_end:.0f} s")
print(f"Bound O2 density N: {N:.3f} angstrom^-3")
print(f"Diffusion prefactor, both layers: {D0:.1e} angstrom^2/s")
print(f"Reaction prefactor: {k0:.1e} angstrom/s")
print(f"Solubility prefactor, both layers: {C0:.1e} angstrom^-3")
print(f"Barriers Qs, Qf, Qr: {Qs:.1f}, {Qf:.1f}, {Qr:.1f} eV")
print(f"Solution energies Es, Ef: {Es:.1f}, {Ef:.1f} eV")
print(f"Diffusivity Ds: {Ds:.4e} angstrom^2/s")
print(f"Diffusivity Df: {Df:.4e} angstrom^2/s")
print(f"Partition ratio K: {K:.3f}")
print(f"Reaction velocity k: {k:.4e} angstrom/s")
print(f"Concentration Cstar: {Cstar:.4e} angstrom^-3")
print(f"Ratio Cstar/N: {Cstar/N:.3e}")
print(f"Film diffusion time L^2/Df: {L*L/Df:.3e} s")
print(f"Film resistance K L/Df: {R_unit:.4e} s/angstrom")
print(f"Reaction length Ds/k: {ell_r:.2f} angstrom")
print(f"Film-equivalent silica ell_f: {ell_f:.2f} angstrom")
print(f"Total fixed length ell: {ell:.2f} angstrom")
print(f"Parabolic coefficient B: {B:.4f} angstrom^2/s")
print(f"Linear-term length A with film: {2*ell:.2f} angstrom")
print(f"Linear-term length A without film: {2*ell_r:.2f} angstrom")
print(f"Initial resistance share, film: {100*shares[0]:.2f} percent")
print(f"Initial resistance share, silica: {100*shares[1]:.2f} percent")
print(f"Initial resistance share, reaction: {100*shares[2]:.2f} percent")
print(f"Initial growth rate with film: {rate0:.4e} angstrom/s")
print(f"Final silica with film: {x_cap:.3f} angstrom")
print(f"Final silica with film, converted: {x_cap/bohr:.3f} bohr")
print(f"Final silica by numerical integration: {x_numeric:.3f} angstrom")
print(f"Final silica without film: {x_bare:.3f} angstrom")
print(f"Growth with film: {growth:.3f} angstrom")
print(f"Growth without film: {x_bare - x0:.3f} angstrom")
print(f"Excess of linear estimate: {linear_excess:.4f} angstrom")
for film in (15.0, 60.0):
    x_film = law(t_end, x0, ell_r + ell_f*film/L, B)
    print(f"Final silica for L = {film:.0f} angstrom: {x_film:.3f} angstrom")
print(f"Apparent activation energy, formula: {E_app:.4f} eV")
print(f"Apparent activation energy, numerical: {E_numeric:.4f} eV")
print(f"Dissociated film, initial y: {y_d:.4f}")
print(f"Dissociated film, resistance/(Cstar/Jm): {ratio_d:.4f}")
print(f"Dissociated film, final silica: {x_d:.3f} angstrom")
print(f"Final silica with doubled film resistance: {x_double:.3f} angstrom")
print(f"Dissociated film, pressure exponent: {exponent:.4f}")
print(f"Moving-boundary test, law: {mb_law:.6f} model lengths")
for e, lag in zip(eps_values, lags):
    print(f"Lag at Cstar/N = {e:.3f}: {lag:.6f} model lengths")
print(f"Moving-boundary extrapolation: {mb_limit:.6f} model lengths")
print(f"Long-time film deficit: {long_deficit:.5f} model lengths")
print("success")
```

Running it gives:

```
Temperature T: 0.08 eV
Film thickness L: 30.0 angstrom
Initial silica x0: 5.0 angstrom
Oxidation time: 3600 s
Bound O2 density N: 0.020 angstrom^-3
Diffusion prefactor, both layers: 1.0e+13 angstrom^2/s
Reaction prefactor: 1.0e+13 angstrom/s
Solubility prefactor, both layers: 1.0e-09 angstrom^-3
Barriers Qs, Qf, Qr: 1.0, 1.0, 1.4 eV
Solution energies Es, Ef: 0.1, 0.3 eV
Diffusivity Ds: 3.7267e+07 angstrom^2/s
Diffusivity Df: 3.7267e+07 angstrom^2/s
Partition ratio K: 12.182
Reaction velocity k: 2.5110e+05 angstrom/s
Concentration Cstar: 2.8650e-10 angstrom^-3
Ratio Cstar/N: 1.433e-08
Film diffusion time L^2/Df: 2.415e-05 s
Film resistance K L/Df: 9.8071e-06 s/angstrom
Reaction length Ds/k: 148.41 angstrom
Film-equivalent silica ell_f: 365.47 angstrom
Total fixed length ell: 513.89 angstrom
Parabolic coefficient B: 1.0677 angstrom^2/s
Linear-term length A with film: 1027.78 angstrom
Linear-term length A without film: 296.83 angstrom
Initial resistance share, film: 70.43 percent
Initial resistance share, silica: 0.96 percent
Initial resistance share, reaction: 28.60 percent
Initial growth rate with film: 1.0288e-03 angstrom/s
Final silica with film: 8.691 angstrom
Final silica with film, converted: 16.423 bohr
Final silica by numerical integration: 8.691 angstrom
Final silica without film: 17.054 angstrom
Growth with film: 3.691 angstrom
Growth without film: 12.054 angstrom
Excess of linear estimate: 0.0131 angstrom
Final silica for L = 15 angstrom: 10.669 angstrom
Final silica for L = 60 angstrom: 7.171 angstrom
Apparent activation energy, formula: 1.3553 eV
Apparent activation energy, numerical: 1.3553 eV
Dissociated film, initial y: 0.4712
Dissociated film, resistance/(Cstar/Jm): 1.4712
Dissociated film, final silica: 7.773 angstrom
Final silica with doubled film resistance: 7.171 angstrom
Dissociated film, pressure exponent: 0.6541
Moving-boundary test, law: 1.731099 model lengths
Lag at Cstar/N = 0.004: 0.002020 model lengths
Lag at Cstar/N = 0.002: 0.001011 model lengths
Moving-boundary extrapolation: 1.731097 model lengths
Long-time film deficit: 0.99987 model lengths
success
```
